# The exchange-only optimized effective potential from a fixed density, part 1

(Sections cited here and not found follow in the second part.)

Take $N$ electrons with their repulsion scaled by a pure number $\lambda$, and ask which local potential keeps the ground-state density equal to a given $n(\mathbf r)$ as $\lambda$ is turned up from zero. Dimensions and symmetry fix much of the first-order answer.

The kinetic energy carries the constant $\hbar^2/m$ and the repulsion carries $e^2/4\pi\varepsilon_0$. For a density of linear size $L$ the two energy scales are $\hbar^2/mL^2$ and $\lambda e^2/4\pi\varepsilon_0L$, with ratio $\lambda L/a_0$, where $a_0=4\pi\varepsilon_0\hbar^2/me^2$. Weak coupling and small size are therefore the same limit. The term of order $\lambda^k$ in the potential contains $(e^2/4\pi\varepsilon_0)^k$, and to be an energy it must scale as $(\hbar^2/mL^2)(L/a_0)^k$. For $k=1$ this is $e^2/4\pi\varepsilon_0L$: the first-order potential contains neither $\hbar$ nor $m$, and equals $e^2/4\pi\varepsilon_0L$ times a dimensionless function fixed by the shape of $n$.

Three further facts fix the form of its equation. A first-order density change is linear in the perturbation, so the condition reads (linear operator on the unknown potential) = (source linear in the repulsion). A constant added to a potential leaves the density alone, so the operator annihilates constants and the solution is defined only up to a constant; each side is a density change at fixed particle number, so the source integrates to zero. A determinant changes only by a phase when its occupied orbitals are mixed unitarily, so neither side can depend on couplings among occupied orbitals. The equation must have the form
$$\int\chi_s(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r),\qquad \int\chi_s(\mathbf r,\mathbf r')\,d^3r'=0,\qquad \int\Lambda\,d^3r=0,$$
with $\chi_s$ in $\mathrm{m^{-6}J^{-1}}$ and $\Lambda$ in $\mathrm{m^{-3}}$, both built from occupied–empty pairs, and each holding one energy denominator, so that the scale $\hbar^2/m$ cancels between the sides.

## Setting

Write $x=(\mathbf r,\sigma)$ and $\int dx=\sum_\sigma\int d^3r$. The Görling–Levy Hamiltonian is
$$\hat H_\lambda=\hat T+\lambda\hat W+\sum_{k=1}^Nv_\lambda(\mathbf r_k),\qquad \hat T=-\frac{\hbar^2}{2m}\sum_k\nabla_k^2,\qquad \hat W=\sum_{k<l}w(\mathbf r_k,\mathbf r_l),$$
with $w=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. The local, spin-independent potential $v_\lambda$ is chosen so that the ground-state density is the same $n(\mathbf r)>0$ for every $\lambda$. At $\lambda=0$ it is the Kohn–Sham potential $v_s$, whose spin orbitals form a complete orthonormal set,
$$\hat h_s\varphi_p=\Big[-\frac{\hbar^2}{2m}\nabla^2+v_s\Big]\varphi_p=\varepsilon_p\varphi_p .$$
Indices $i,j$ label occupied orbitals, $a$ empty ones and $p,q,r,s$ any. The numbers $N_\uparrow$ and $N_\downarrow$ are conserved by $\hat H_\lambda$ and held fixed. Two assumptions are made. The determinant $\Phi$ is the non-degenerate ground state of its sector, which means $\varepsilon_a>\varepsilon_i$ for every occupied and empty pair of the same spin. The potential has the expansion $v_\lambda=v_s-\lambda u+O(\lambda^2)$, and $u$ is the unknown. The one-particle density matrix, Hartree potential and Hartree energy are
$$\rho(x,x')=\sum_j\varphi_j(x)\varphi_j^*(x'),\qquad v_H(\mathbf r)=\int n(\mathbf r')\,w\,d^3r',\qquad U=\tfrac12\int n\,v_H\,d^3r,$$
with $n(\mathbf r)=\sum_\sigma\rho(x,x)$.

## (a) High density

Show that the first-order term in $\lambda$ gives the leading Hartree-exchange-correlation potential of the compressed density $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ as $\gamma\to\infty$.

**Solution.** Let $v_1[n_\gamma]$ be the potential that gives $n_\gamma$ at full coupling. Put $\mathbf r'=\gamma\mathbf r$. Then $\nabla^2=\gamma^2\nabla'^2$ and $1/|\mathbf r_k-\mathbf r_l|=\gamma/|\mathbf r'_k-\mathbf r'_l|$, so
$$\hat T+\hat W+\sum_kv_1[n_\gamma](\mathbf r_k)=\gamma^2\Big[\hat T'+\frac1\gamma\hat W'+\sum_k\gamma^{-2}v_1[n_\gamma](\mathbf r'_k/\gamma)\Big].$$
In the primed coordinates the ground state has density $n(\mathbf r')$, because $n_\gamma\,d^3r=n(\mathbf r')\,d^3r'$. The bracket is thus $\hat H_\lambda$ for the density $n$ at $\lambda=1/\gamma$, and up to a constant
$$v_1[n_\gamma](\mathbf r)=\gamma^2v_{1/\gamma}[n](\gamma\mathbf r)=\gamma^2v_s[n](\gamma\mathbf r)-\gamma\,u[n](\gamma\mathbf r)+O(\gamma^0).$$
The same substitution without $\hat W$ gives $v_s[n_\gamma](\mathbf r)=\gamma^2v_s[n](\gamma\mathbf r)$. By definition $v_H+v_{xc}=v_s-v_1$, so $(v_H+v_{xc})[n_\gamma](\mathbf r)=\gamma u[n](\gamma\mathbf r)+O(\gamma^0)$. Changing the integration variable in the Hartree integral gives $v_H[n_\gamma](\mathbf r)=\gamma v_H[n](\gamma\mathbf r)$. With the definition
$$v_x:=u-v_H ,$$
the result is $v_{xc}[n_\gamma](\mathbf r)=\gamma\,v_x[n](\gamma\mathbf r)+O(\gamma^0)$, which is the $1/L$ law of the dimensional argument. So far $v_x$ is only a name for part of $u$. That it is the derivative of the exchange energy has to be shown. The remainder $O(\gamma^0)$ is the $O(\lambda^2)$ remainder assumed in the setting, multiplied by $\gamma^2$ at $\lambda=1/\gamma$.

## (b) The first-order density

Write the first-order density change for an arbitrary trial $u$ and show that only single excitations contribute.

**Solution.** To first order $\hat H_\lambda=\hat H_s+\lambda\hat H_1$ with $\hat H_1=\hat W-\sum_ku(\mathbf r_k)$. Insert $\Psi=\Phi+\lambda\Psi^{(1)}$, $E=E_0+\lambda E^{(1)}$, with $\langle\Phi|\Psi^{(1)}\rangle=0$, in the Schrödinger equation. The terms of order $\lambda$ are
$$(\hat H_s-E_0)\Psi^{(1)}=-(\hat H_1-E^{(1)})\Phi .$$
Projection on $\Phi$ gives $E^{(1)}=\langle\Phi|\hat H_1|\Phi\rangle$. Projection on an excited determinant $|I\rangle$ of energy $E_I>E_0$ gives $(E_I-E_0)\langle I|\Psi^{(1)}\rangle=-\langle I|\hat H_1|\Phi\rangle$. The norm of $\Psi$ changes only at order $\lambda^2$, so the coefficient of $\lambda$ in the density is
$$n^{(1)}(\mathbf r)=\sum_{I}\frac{\langle\Phi|\hat n(\mathbf r)|I\rangle\langle I|\hat H_1|\Phi\rangle}{E_0-E_I}+\text{c.c.}$$
The density operator is $\hat n(\mathbf r)=\sum_\sigma\sum_{pq}\varphi_p^*(x)\varphi_q(x)\,c_p^\dagger c_q$. The product $c_p^\dagger c_q$ changes at most one orbital of a determinant, so it connects $\Phi$ only to the singles $|\Phi_i^a\rangle=c_a^\dagger c_i|\Phi\rangle$. Double excitations are present in $\Psi^{(1)}$, but they do not reach the density at this order. To return from $\Phi_i^a$ to $\Phi$ the operator must empty $a$ and refill $i$, so $q=a$ and $p=i$. Since $c_ac_a^\dagger=1$ on a state with $a$ empty and $c_i^\dagger c_i=1$ on $\Phi$, $\langle\Phi|c_i^\dagger c_ac_a^\dagger c_i|\Phi\rangle=+1$. Hence
$$\langle\Phi|\hat n(\mathbf r)|\Phi_i^a\rangle=\sum_\sigma\varphi_i^*(x)\varphi_a(x),\qquad E_0-E_I=\varepsilon_i-\varepsilon_a<0 .$$
The same counting for any local $f$ gives $\langle\Phi_i^a|\sum_kf(\mathbf r_k)|\Phi\rangle=\langle a|f|i\rangle=\int\varphi_a^*f\varphi_i\,dx$. Both quantities vanish unless $i$ and $a$ have the same spin.

## (c) Matrix elements of the repulsion

Evaluate $\langle\Phi_i^a|\hat W|\Phi\rangle$ and $\langle\Phi|\hat W|\Phi\rangle$.

**Solution.** Use $\hat W=\tfrac12\sum\langle pq|rs\rangle c_p^\dagger c_q^\dagger c_sc_r$ with
$$\langle pq|rs\rangle=\iint\varphi_p^*(x)\varphi_q^*(x')\,w\,\varphi_r(x)\varphi_s(x')\,dx\,dx',$$
which obeys $\langle pq|rs\rangle=\langle qp|sr\rangle$ on exchanging $x$ and $x'$. The bra is $\langle\Phi|c_i^\dagger c_a$. Moving $c_a$ to the right with $c_ac_p^\dagger=\delta_{ap}-c_p^\dagger c_a$ twice,
$$c_ac_p^\dagger c_q^\dagger=\delta_{ap}c_q^\dagger-\delta_{aq}c_p^\dagger+c_p^\dagger c_q^\dagger c_a .$$
The last term gives zero because $a$ is empty in $c_sc_r|\Phi\rangle$. The other two give
$$\tfrac12\sum_{qrs}\langle aq|rs\rangle\langle c_i^\dagger c_q^\dagger c_sc_r\rangle-\tfrac12\sum_{prs}\langle pa|rs\rangle\langle c_i^\dagger c_p^\dagger c_sc_r\rangle .$$
In the second sum write $\langle pa|rs\rangle=\langle ap|sr\rangle$, exchange the names $r$ and $s$, and use $c_rc_s=-c_sc_r$. It then equals the first sum, which removes the factor $\tfrac12$. The expectation value is non-zero only if the pair removed is the pair restored, with all four orbitals occupied: $\langle c_i^\dagger c_q^\dagger c_sc_r\rangle=\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr}$. The plus sign follows from $c_i^\dagger c_q^\dagger c_qc_i=\hat n_i\hat n_q$ for $q\neq i$, the minus sign from anticommuting $c_s$ and $c_r$, and for $q=i$ the two terms cancel as they must. Therefore
$$\langle\Phi_i^a|\hat W|\Phi\rangle=\sum_j\big[\langle aj|ij\rangle-\langle aj|ji\rangle\big]=\langle a|v_H|i\rangle+\langle a|\hat K|i\rangle .$$
In the first term $\sum_j\int|\varphi_j(x')|^2w\,dx'=v_H(\mathbf r)$. In the second, $\sum_j\varphi_j(x)\varphi_j^*(x')=\rho(x,x')$ defines the non-local exchange operator
$$(\hat Kf)(x)=-\int\rho(x,x')\,w(\mathbf r,\mathbf r')\,f(x')\,dx' .$$
It is Hermitian because $\rho(x,x')^*=\rho(x',x)$ and $w$ is real and symmetric. The $j=i$ terms of the two sums cancel, so including them in both $v_H$ and $\hat K$ is exact. $\hat K$ has the Fock form but is built from Kohn–Sham orbitals, not Hartree–Fock ones.

The same contraction rule gives $\langle\Phi|\hat W|\Phi\rangle=\tfrac12\sum_{ij}[\langle ij|ij\rangle-\langle ij|ji\rangle]=U+E_x$, with
$$E_x=-\tfrac12\iint|\rho(x,x')|^2\,w\,dx\,dx'=\tfrac12\sum_i\langle i|\hat K|i\rangle .$$

## (d) The equation

Impose $n^{(1)}=0$, and cast the result both as an integral equation and in terms of orbital shifts.

**Solution.** From (b) and (c), $\langle\Phi_i^a|\hat H_1|\Phi\rangle=\langle a|v_H+\hat K-u|i\rangle=\langle a|\hat K-v_x|i\rangle$. The Hartree part cancels in every matrix element separately, because it is already local. What remains is
$$n^{(1)}(\mathbf r)=\sum_{i,a,\sigma}\varphi_i^*(x)\varphi_a(x)\frac{\langle a|\hat K-v_x|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=\Lambda(\mathbf r)-\int\chi_s(\mathbf r,\mathbf r')v_x(\mathbf r')\,d^3r',$$
where writing out $\langle a|v_x|i\rangle$ as an integral over $x'$, with $v_x$ real, identifies
$$\Lambda(\mathbf r)=\sum_{i,a,\sigma}\varphi_i^*(x)\varphi_a(x)\frac{\langle a|\hat K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.},$$
$$\chi_s(\mathbf r,\mathbf r')=\sum_{i,a}\sum_{\sigma\sigma'}\frac{\varphi_i^*(x)\varphi_a(x)\varphi_a^*(x')\varphi_i(x')}{\varepsilon_i-\varepsilon_a}+\text{c.c.}$$
The density is unchanged to first order exactly when
$$\int\chi_s(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r).\tag{1}$$
This is the exchange-only optimized effective potential (OEP) equation. Exchanging $\mathbf r$ and $\mathbf r'$ turns each term of $\chi_s$ into its complex conjugate, so $\chi_s$ is real and symmetric. In words, the local potential $v_x$ must disturb the density exactly as much as the non-local operator $\hat K$ does. It need not disturb the orbitals equally.

For the second form let $\hat A=v_x-\hat K$ and, for $\varepsilon_i$ non-degenerate within its spin channel, define the shift
$$\psi_i=\sum_{p\neq i}\varphi_p\frac{\langle p|\hat A|i\rangle}{\varepsilon_i-\varepsilon_p},$$
where $p$ runs over the orbitals with the spin of $i$ ($\hat A$ conserves spin), now including the occupied ones. In $\sum_i\varphi_i^*\psi_i+\text{c.c.}$ the pair $i,j$ contributes the term $\varphi_i^*\varphi_jA_{ji}/(\varepsilon_i-\varepsilon_j)$ from $\psi_i$, and the conjugate of the term from $\psi_j$,
$$\Big[\varphi_j^*\varphi_i\frac{A_{ij}}{\varepsilon_j-\varepsilon_i}\Big]^*=\varphi_i^*\varphi_j\frac{A_{ji}}{\varepsilon_j-\varepsilon_i},$$
where $A_{ij}^*=A_{ji}$ was used. The two cancel, only $p=a$ survives, and
$$n^{(1)}(\mathbf r)=-\sum_{i,\sigma}\varphi_i^*(x)\psi_i(x)+\text{c.c.}$$
Applying $\hat h_s-\varepsilon_i$ to $\psi_i$ turns each denominator into $-1$, and completeness gives $\sum_{p\ne i}\varphi_p\langle p|\hat A|i\rangle=\hat A\varphi_i-\langle i|\hat A|i\rangle\varphi_i$. The shift therefore obeys the Sternheimer equation
$$(\hat h_s-\varepsilon_i)\psi_i=-\big[v_x-\hat K-\langle i|v_x-\hat K|i\rangle\big]\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0,$$
which needs no empty orbitals. If $\varepsilon_i$ belongs to a degenerate level, that level is completely filled within its spin channel by the gap assumption, the whole level is left out of the sum over $p$, and the right side and $\psi_i$ are projected off the whole level.

## (e) Uniqueness

Show that (1) fixes $v_x$ up to a constant, and state the condition for a solution.

**Solution.** The difference $f$ of two solutions obeys $\chi_sf=0$. For real $f$, multiplying $\chi_s$ by $f(\mathbf r)f(\mathbf r')$ and integrating gives $\langle i|f|a\rangle\langle a|f|i\rangle$ in each term, so
$$\iint f\chi_sf=2\sum_{i,a}\frac{|\langle a|f|i\rangle|^2}{\varepsilon_i-\varepsilon_a}\le0 .$$
All terms have one sign, so a zero forces $\langle a|f|i\rangle=0$ for every pair. Now act with $\hat F=\sum_kf(\mathbf r_k)=\sum_{pq}\langle p|f|q\rangle c_p^\dagger c_q$ on $\Phi$. The index $q$ must be occupied. An empty $p$ has a zero coefficient, and an occupied $p\neq q$ is excluded by $c_p^\dagger c_p^\dagger=0$. Only $p=q$ is left, so $\hat F\Phi=c\,\Phi$ and $f(\mathbf r_1)+\dots+f(\mathbf r_N)=c$ wherever $\Phi\neq0$. Assume, as the Hohenberg–Kohn theorem also does, that the eigenfunction $\Phi$ vanishes only on a set of measure zero. Holding $\mathbf r_2,\dots,\mathbf r_N$ fixed and moving $\mathbf r_1$ then shows that $f$ is constant. Conversely $\chi_s$ annihilates a constant because $\langle a|i\rangle=0$.

Integrating (1) over $\mathbf r$ gives zero on the left, so $\int\Lambda\,d^3r=0$ is necessary, and it holds because $\int\varphi_i^*\varphi_a\,dx=0$. On a finite lattice $\chi_s$ is a symmetric matrix whose range is the orthogonal complement of its null space. Every null vector $f$ has $\langle a|f|i\rangle=0$ and is therefore orthogonal to $\Lambda$, so (1) always has a solution there. Uniqueness up to a constant is not automatic on a lattice, where the measure-zero assumption has no counterpart. On a three-site ring with two electrons of one spin and one site lowered in energy, the empty orbital vanishes on that site, the site is fully occupied, and its potential can be shifted without changing the density, so $\chi_s$ has a second null vector. In the continuum $\chi_s$ responds ever more weakly to rapidly varying potentials and to potentials where $n$ is small, its inverse is unbounded, and existence is the content of the assumption that $u$ exists.

The step from $\langle a|f|i\rangle=0$ to $\hat F\Phi=c\Phi$ used a complete orbital set. With a finite basis of real orbitals the conditions $\langle a|f|i\rangle=0$ are one linear equation per occupied–empty pair. If the independent trial potentials outnumber these pairs by two or more, the solution space has dimension at least two, so there are non-constant $f$ with all $\langle a|f|i\rangle=0$, and the equation no longer determines $v_x$. Any multiple of such an $f$ can then be added to a solution.

## (f) The chain rule

Through the Kohn–Sham map $n\to v_s\to\{\varphi_i\}$ the energy $E_x$ is a functional of $n$. Show that $\delta E_x/\delta n$ solves (1).

Holding the density fixed to first order in $\lambda$ has given equation (1), which determines $v_x$ up to a constant under the stated assumptions. It remains to show that $\delta E_x/\delta n$ solves the same equation, to examine limiting cases and the link to energy minimization, and to test the result on a lattice model.
